# Is threshold switching in a phase-change memory cell already crystallization?

**Question**

I am trying to understand how a phase-change memory cell is written into its low-resistance state. The film starts as a glass that hardly conducts. When the voltage passes a threshold, the current jumps by a large factor within nanoseconds. After a suitable pulse the film is found to be crystalline, and it conducts well even at a small voltage.

The obvious reading is that the jump is the crystallization: the glass turns into crystal, the crystal conducts, so the current rises. Yet I am told that the same kind of film can jump and then return to high resistance when the voltage is removed. How can one film do both? Is there a simple model in which I can see what the jump is, what the memory is, and how a measurement would tell them apart?

**Answer**

The jump and the memory can be two different events. The jump can take place between two electronic states of the same glass, and it is undone when the voltage is removed. The memory is crystal, which grows later if the current keeps the film hot for long enough. A small model shows that this is consistent and what follows from it. It does not prove which microscopic mechanism acts in a given material.

**An electronic variable with feedback**

Let \(g\) be a dimensionless measure of how many carriers are mobile, so that the glass has conductance \(G_1g\). An ideal source holds the voltage \(V\) across the film. Take

\[
\tau\frac{dg}{dt}=F(g)=-g+e+w\,\frac{g^2}{1+g^2},\qquad w=\left(\frac{V}{V_0}\right)^2 .
\]

The first term is relaxation with time constant \(\tau\). The constant \(e>0\) is the background excitation. The last term is field-driven generation, which grows with the number of carriers already present and saturates when \(g\) is large. Neither temperature nor crystal appears in this equation. That is an assumption, and it lets us ask whether a jump is possible without them.

In a stationary state \(F=0\), so \(g-e=wg^2/(1+g^2)\), or

\[
w=\frac{(g-e)(1+g^2)}{g^2}=g-e+\frac1g-\frac{e}{g^2}.
\]

The current is \(I=G_1gV\). Since \(V^2=V_0^2w\),

\[
I^2=G_1^2V_0^2\,g^2w=G_1^2V_0^2\,(g-e)(1+g^2).
\]

The derivative of \((g-e)(1+g^2)\) is \(1+g^2+2g(g-e)\), which is positive for \(g\ge e\). Each current therefore belongs to one state. The voltage behaves differently:

\[
\frac{dw}{dg}=1-\frac1{g^2}+\frac{2e}{g^3}=\frac{g^3-g+2e}{g^3}.
\]

The numerator equals \(2e\) at \(g=0\) and has its minimum at \(g=1/\sqrt3\), where its value is \(2e-2/(3\sqrt3)\). If

\[
0<e<\frac1{3\sqrt3},
\]

the minimum is negative and there are two positive zeros, \(g_{\rm th}<g_{\rm h}\). As \(g\) increases from \(e\), the required voltage rises to a maximum at \(g_{\rm th}\), falls to a minimum at \(g_{\rm h}\), and rises again. The current–voltage curve is S-shaped. For larger \(e\) the fold disappears and the film has no threshold.

At a fold, \(2e=g-g^3\). Hence \(g-e=g-(g-g^3)/2=g(1+g^2)/2\), and

\[
w=\frac{(1+g^2)^2}{2g},\qquad V=V_0\,\frac{1+g^2}{\sqrt{2g}} .
\]

Inserting \(g_{\rm th}\) gives the threshold voltage \(V_{\rm th}\), and inserting \(g_{\rm h}\) gives the holding voltage \(V_{\rm h}\). For small \(e\), \(g_{\rm th}\approx2e\) and \(g_{\rm h}\approx1\), so to leading order

\[
V_{\rm th}\approx\frac{V_0}{2\sqrt e},\qquad V_{\rm h}\approx\sqrt2\,V_0 .
\]

A weaker background raises the threshold but hardly moves the holding voltage.

**Which states can be occupied**

A small deviation from a stationary state evolves as \(\exp(F't/\tau)\). The derivative of \(g^2/(1+g^2)\) is \(2g/(1+g^2)^2\). Using the stationary value of \(w\),

\[
F'=-1+w\frac{2g}{(1+g^2)^2}=-1+\frac{2(g-e)}{g(1+g^2)}
=-\frac{g^3-g+2e}{g(1+g^2)} .
\]

The low and high branches have \(F'<0\) and are stable. The middle branch has \(F'>0\) and is unstable under voltage drive. This gives three regimes:

- Below \(V_{\rm h}\) there is one state, with low conductance.
- Between \(V_{\rm h}\) and \(V_{\rm th}\) the film can be off or on, depending on its history.
- Above \(V_{\rm th}\) there is one state, with high conductance.

The jump occurs because the off state ceases to exist at \(V_{\rm th}\). From then on \(F>0\) all the way from \(e\) to the on value \(g_{\rm on}\), and \(g\) must rise. From \(dt=\tau\,dg/F\), the delay until half the on value is

\[
t_{\rm d}=\tau\int_e^{g_{\rm on}/2}\frac{dg}{F(g)} .
\]

Just above threshold, \(F\) is small near \(g_{\rm th}\), where \(F\approx F_0+a(g-g_{\rm th})^2\) with \(a>0\) and \(F_0\propto V-V_{\rm th}\). This bottleneck contributes \(\pi\tau/\sqrt{aF_0}\), so to leading order the delay grows as \((V-V_{\rm th})^{-1/2}\). A delay before the jump is therefore no evidence that crystals are nucleating.

**Why the jump is volatile**

Remove the voltage. Then \(w=0\) and \(\tau\,d(g-e)/dt=-(g-e)\), which gives

\[
g(t)-e=(g_{\rm on}-e)\,e^{-t/\tau}.
\]

In the exponential, \(e^{-t/\tau}\) has its usual meaning; elsewhere \(e\) is the background. The excess falls to a fraction \(d\) of the off value after

\[
t_{\rm rec}=\tau\ln\frac{g_{\rm on}-e}{d\,e}.
\]

At a nonzero voltage below \(V_{\rm h}\) the film also ends in the low state, because no other exists. Between \(V_{\rm h}\) and \(V_{\rm th}\) the on state can last as long as the voltage does. That is a latch which needs power, not a permanent memory. If the on state is hot enough, however, a long hold can also grow crystal, and the crystal remains.

**Heat and crystal as a second event**

Now let crystal grains span the film from contact to contact and cover an area fraction \(x\). They conduct in parallel with the remaining glass:

\[
G=(1-x)G_1g+xG_{\rm c}.
\]

The dissipated power is \(GV^2\). With heat capacity \(C\) and thermal resistance \(R_{\rm th}\) to surroundings at \(T_{\rm amb}\), energy balance reads \(C\,dT/dt=GV^2-(T-T_{\rm amb})/R_{\rm th}\). Multiplying by \(R_{\rm th}\) and writing \(\tau_{\rm th}=R_{\rm th}C\),

\[
\tau_{\rm th}\frac{dT}{dt}=T_{\rm amb}-T+R_{\rm th}GV^2,
\]

so the steady temperature is \(T_{\rm amb}+R_{\rm th}GV^2\).

For the growth of \(x\), suppose that nuclei appear at random places, at a rate \(J_0k(T)\) per area, and that each grows as a disc whose radius increases at speed \(u_0k(T)\). Both rates share the factor

\[
k(T)=k_{\rm ref}\exp\!\left[-\frac{E}{k_{\rm B}}\left(\frac1T-\frac1{T_{\rm ref}}\right)\right].
\]

This rising law is meant for temperatures well below melting; near melting, crystallization slows down again. Define

\[
y(t)=\int_0^t k(T(s))\,ds .
\]

A nucleus born when the integral was \(y'\) now has radius \(u_0(y-y')\). A given point is still glass if no nucleus was born close enough to reach it. Nuclei imagined inside existing crystal may be counted too, since their discs would cover nothing new. The expected number of nuclei that reach the point is

\[
\int_0^y J_0\,\pi u_0^2(y-y')^2\,dy'=\frac{\pi J_0u_0^2}{3}\,y^3 .
\]

We fix the scale of \(k\) by setting \(\pi J_0u_0^2/3=1\). For independent random events the probability of none is the exponential of minus the expected number, so

\[
x=1-e^{-y^3}.
\]

Here too the exponential is the usual one. At constant temperature \(y=kt\), and half coverage requires \(y^3=\ln2\), or

\[
t_{1/2}=\frac{(\ln2)^{1/3}}{k(T)} .
\]

Removing the voltage resets \(g\) and lets \(T\) fall, but it does not reduce \(y\). This is the difference between the switch and the memory. The model has no melting step, so it cannot describe erasure.

**A worked case**

I take round parameters that represent no named material: \(e=0.02\), \(V_0=0.4\) V, \(\tau=0.2\) ns, \(G_1=5\) µS, \(G_{\rm c}=80\) µS, \(T_{\rm amb}=300\) K, \(R_{\rm th}=2\) K/µW, \(\tau_{\rm th}=2\) ns, \(E=2\) eV, and \(k_{\rm ref}=0.002\) ns⁻¹ at 700 K. The background lies well below its limit of 0.1925.

The folds are at \(g_{\rm th}=0.04006\) and \(g_{\rm h}=0.9794\), so

\[
V_{\rm th}=0.4\times\frac{1.0016}{\sqrt{0.08012}}=1.415\ \text{V},\qquad
V_{\rm h}=0.4\times\frac{1.959}{\sqrt{1.959}}=0.560\ \text{V}.
\]

As a test, the electronic equation was followed in time at voltages 0.1% below and above each fold; the film changed branch on the predicted side.

At a pulse voltage of 1.6 V the on value is \(g_{\rm on}=15.96\), and the conductance is 79.8 µS. At a read voltage of 0.1 V the untouched glass has 0.1001 µS. A step to 1.6 V thus raises the conductance about 800 times above the read value, with a delay of 1.8 ns. On a slow ramp the jump happens at \(V_{\rm th}\) itself and is smaller, from about 0.20 to about 62 µS, a factor of about 310. The steady power and temperature of the switched glass are

\[
P=79.79\times1.6^2=204\ \text{µW},\qquad T=300+2\times204.25=708.5\ \text{K}.
\]

At this temperature \(k=0.002978\) ns⁻¹, and

\[
t_{1/2}=\frac{0.885}{0.002978}=297\ \text{ns}.
\]

The full time evolution gives 304 ns. The estimate omits the switching delay and the warm-up, which add time, and the slight extra heating as crystal replaces glass, which saves some. Switching and half-crystallization are separated by a factor of more than 100 in time.

Five experiments, each ending with 50 ns at the read voltage, show the consequences.

*Short pulse, 10 ns at 1.6 V.* At the end of the pulse the conductance is 79.8 µS and the film is at 702 K. It is switched and hot, yet after the rest the read conductance is 0.1001 µS again. The crystal fraction is \(1.4\times10^{-7}\), so crystal supplied at most \(80\times1.4\times10^{-7}\approx1.1\times10^{-5}\) µS of the 79.8 µS. High temperature alone did not make a memory; there was too little time. This \(x\) is an average over many trials. If the cell is so small that far fewer than one nucleus is expected during the pulse, most trials contain no grain at all.

*The same pulse, then 1000 ns at 0.7 V.* This voltage lies between holding and threshold. The film stays on with 13.6 µS, but the power is only \(13.6\times0.7^2\approx6.7\) µW and the temperature 313 K. There \(1/k\) is about \(3\times10^{11}\) s, so the hold adds practically no crystal. After the rest the film reads 0.1001 µS. An on state can thus outlast the half-crystallization time of the hot film and still leave no memory.

*The hold alone, 1000 ns at 0.7 V.* Without the trigger the film stays off, at 0.107 µS. The same voltage gives two conductances that differ by a factor of about 127, although both films are glass. This is the bistability itself.

*Long pulse, 1000 ns at 1.6 V.* The film switches early and crystallizes later. After the rest it reads 80.0 µS, about 800 times the original value. The electronic variable has returned to its off value; the crystal carries the current.

*Furnace, 1000 ns at 700 K and zero voltage.* The film also reads 80.0 µS afterwards, with \(x=0.9996\). It never switched electronically.

The second experiment is switching without memory, and the last is memory without switching. Neither event implies the other. In ordinary writing they are linked because the switched glass draws the current that heats the film.

**What the current can and cannot tell you**

I chose \(G_{\rm c}\) close to the conductance of the switched glass. During the long pulse the conductance changes from 79.8 to 80.0 µS while the film turns from glass into crystal. The large jump marks the electronic event, and the crystallization is almost invisible in the current. With a clearly different \(G_{\rm c}\) the current would change a second time, up or down, as the crystal grows, but the first jump would still not show that crystal is present.

The useful measurement is a read after rest. The voltage must be well below \(V_{\rm h}\), and the wait must be long compared with \(\tau\). In a real film, whose conductance also depends on temperature, the wait must be long compared with \(\tau_{\rm th}\) as well. Just below \(V_{\rm h}\) the on state decays slowly, through a bottleneck like the one just above threshold. At the read voltage of 0.1 V the electronic excess falls to 1% of the off value in 2.3 ns. Lowering the voltage only to 0.7 V and reading there would mistake a powered on state for memory.

Within this model a high reading after rest means crystal. In a real film it means that something lasting has changed, and a metallic filament, for instance, could also conduct. Identifying crystal then needs structural evidence.

**Between the short and the long pulse**

With grains that span the film, memory does not wait for half coverage. The read conductance doubles when the crystal contributes as much as the glass, at

\[
x\approx\frac{0.1001}{80}=1.25\times10^{-3},\qquad y\approx x^{1/3}=0.108 .
\]

For small \(y\), \(x\approx y^3\), which was used here. At the steady pulse temperature this takes \(0.108/0.002978\approx36\) ns, plus the delay and warm-up. The full time evolution needs a pulse of about 45 ns. In this geometry a lasting change in the read conductance appears long before most of the film is crystalline, although the film then still conducts far less than the full crystal. The result depends on each grain joining the two contacts. Dilute, well-conducting grains much smaller than the film thickness raise the conductance only by a factor of about \(1+3x\), less than 1% at \(x=1.25\times10^{-3}\). Doubling then needs \(x\) of order 0.2, and the large rise comes only when grains connect across the film. An unchanged reading therefore does not exclude crystal in a real film.

Repeated pulses also matter, because \(y\) accumulates. One short pulse, including its cooling, gives \(y=(1.353\times10^{-7})^{1/3}=0.0051\). About \(0.108/0.0051\approx21\) such pulses, each followed by full recovery, would double the read conductance, again on average and for spanning grains. Each jump is electronically volatile, yet the crystalline residue grows from pulse to pulse. It grows faster than the number of pulses, because \(y\) adds up and \(x\approx y^3\): after 21 pulses \(x\) is about \(21^3\approx9300\) times its value after one. A film meant to serve purely as a switch therefore needs a smaller \(k\) at its operating temperature, less heating, or shorter pulses.

**Where the separation becomes less clean**

The clear separation in time requires \(1/k(T)\) in the hot, switched film to be long compared with the rise of the current. If crystallization takes only nanoseconds, the two events can overlap. A long delay close to threshold does not by itself cause an overlap, because the film stays cold while it waits: at the threshold fold it dissipates \(G_1g_{\rm th}V_{\rm th}^2\approx0.4\) µW, which warms it by less than 1 K. Where switching and crystallization do overlap, they remain different processes, but a current trace may no longer resolve them.

In a real glass the background excitation usually depends on temperature, so heating can lower the threshold and take part in the jump. That still does not make the jump a crystallization: a hot glass is a glass. A series resistor and stray capacitance change the voltage across the film during switching, and current may concentrate in a narrow channel that is hotter than the average. These effects alter the thresholds and times found here, and a quantitative prediction must include them. The numerical output below lists the values for the ideal voltage source and uniform film assumed above.

## Computed values

```
Background activity e = 0.02; limit = 0.1925
Voltage scale V0 = 0.4 V; electronic time = 0.2 ns
Conductance scale G1 = 5.0 uS; crystal Gc = 80.0 uS
Ambient = 300.0 K; thermal resistance = 2.0 K/uW
Thermal time = 2.0 ns; activation energy = 2.0 eV
Reference rate = 0.002 1/ns at 700.0 K
Pulse, hold, read = 1.6, 0.7, 0.1 V
Short, long, rest = 10.0, 1000.0, 50.0 ns
Fold activities: threshold 0.04006, holding 0.97937
Threshold voltage = 1.4153 V
Holding voltage = 0.5599 V
Threshold current = 0.2835 uA
Holding current = 2.7419 uA
Three activities at 1 V = [0.02343 0.13979 6.10678]
Pulse on activity = 15.9574
Pulse on conductance = 79.787 uS
Pulse on current = 127.66 uA
Pulse power = 204.25 uW; steady T = 708.51 K
Switching delay to half activity = 1.794 ns
Recovery to 1%: zero-bias formula = 2.257 ns
Recovery to 1%: evolution at read bias = 2.280 ns
Rate at pulse steady T = 0.002978 1/ns
Half-crystal time: constant-T estimate = 297.14 ns
Half-crystal time: full evolution = 304.01 ns
Highest long-pulse temperature = 709.60 K
Disc coverage: simulation 0.4991, law 0.5003
Off read conductance = 0.100125 uS
Short pulse, before read: G = 79.78706 uS, T = 701.53 K
Short pulse, after rest: x = 1.353e-07, G = 0.100136 uS
Trigger + hold, before read: G = 13.58591 uS, T = 313.31 K
Trigger + hold, after rest: x = 1.382e-07, G = 0.100136 uS
Hold alone, before read: G = 0.10701 uS, T = 300.10 K
Hold alone, after rest: x = 2.528e-57, G = 0.100125 uS
Long pulse, before read: G = 80.00000 uS, T = 709.60 K
Long pulse, after rest: x = 1.000e+00, G = 80.000000 uS
Furnace, before read: G = 79.96826 uS, T = 700.00 K
Furnace, after rest: x = 9.996e-01, G = 79.968337 uS
1/k at held-on T = 2.954e+11 s
1/k at ambient T = 7.909e+12 s
```
